# Distance-dependent Sternheimer antishielding: γ(r) from the quadrupole-induced core density

## 1. Definitions and conventions

A closed-shell, non-relativistic ion has its nucleus at the origin. The nucleus has a small axial quadrupole moment along $z$,

$$Q=\int\rho_N(\mathbf r)\,(3z^2-r^2)\,d^3r ,$$

where $\rho_N$ is the nuclear charge density. A small classical charge $q$ sits at distance $R$ and polar angle $\theta$. Hartree atomic units are used, so $Q$ is an area and an electron has charge $-1$.

The factor $\gamma(R)$ is defined by the part of the interaction energy that is linear in both $Q$ and $q$:

$$W=\frac{qQ}{2R^3}\,P_2(\cos\theta)\,[1-\gamma(R)] .\tag{1}$$

Positive $\gamma$ is shielding and negative $\gamma$ is antishielding. The limit for $R\to\infty$ is $\gamma_\infty$. The charge $q$ may lie inside the electron cloud, but it has no exchange with the core and no orbital overlap with it.

The electron number density induced by the nucleus is written

$$\delta n(\mathbf r)=\frac Q2\,\nu(r)\,P_2(\cos\theta).\tag{2}$$

No other angular form can occur at first order. The unperturbed ion is spherical, so its linear response commutes with rotations and turns a $P_2$ potential into a $P_2$ density.

## 2. From the induced density to γ(R)

The multipole expansion is

$$\frac1{|\mathbf r-\mathbf r'|}=\sum_L\frac{r_<^L}{r_>^{L+1}}P_L(\cos\omega),$$

with $\omega$ the angle between the two vectors, and $r_<$, $r_>$ the smaller and larger radius. For an axial source, averaging over azimuth replaces $P_2(\cos\omega)$ by $P_2(\cos\theta)P_2(\cos\theta')$. Since $r^2P_2=(3z^2-r^2)/2$, the bare nuclear quadrupole potential is

$$\phi_Q(\mathbf R)=\frac{P_2(\cos\theta)}{R^3}\int\rho_N r'^2P_2(\cos\theta')\,d^3r'=\frac{Q}{2R^3}P_2(\cos\theta).$$

Multiplied by $q$, this is the first term of (1).

The induced electrons have charge density $-\delta n$. With $\int P_2(\cos\omega)P_2(\cos\theta')\,d\Omega'=(4\pi/5)P_2(\cos\theta)$, their potential is

$$\phi_{\rm ind}=-\frac Q2\,\frac{4\pi}{5}P_2\left[\frac1{R^3}\int_0^R\nu r^4dr+R^2\int_R^\infty\frac{\nu}{r}\,dr\right].$$

The first integral comes from electrons closer to the nucleus than $q$, the second from electrons farther out. Define

$$g(r)=\frac{4\pi}{5}\,r^4\nu(r).$$

Taking out $1/R^3$ turns the factor $R^2$ into $R^5$, and $(4\pi/5)\nu/r=g/r^5$. Hence

$$\phi_{\rm ind}=-\frac{Q}{2R^3}P_2\,\gamma(R),$$

$$\boxed{\gamma(R)=\int_0^R g\,dr+R^5\int_R^\infty\frac{g}{r^5}\,dr}\tag{3}$$

The inner part is the enclosed induced quadrupole moment, in units of $-Q$. The outer part is the quadrupolar field that the more distant electrons produce inside their own radius. It cannot be dropped while $q$ is inside the cloud.

## 3. How the limit is reached

If $g$ decays exponentially, the outer part vanishes for $R\to\infty$, and

$$\gamma_\infty=\int_0^\infty g\,dr .$$

Subtracting (3) gives the remainder without further approximation:

$$\gamma_\infty-\gamma(R)=\int_R^\infty g(r)\left(1-\frac{R^5}{r^5}\right)dr .\tag{4}$$

Only induced density beyond $R$ enters. In $\gamma_\infty$ it counts with full weight, but a charge at $R$ feels it with weight $(R/r)^5$.

The derivative of (3) is

$$\gamma'(R)=g(R)+5R^4\int_R^\infty\frac{g}{r^5}dr-R^5\frac{g(R)}{R^5}=5R^4\int_R^\infty\frac{g}{r^5}dr.\tag{5}$$

The boundary terms cancel, so $\gamma$ is smooth as the charge crosses an electron shell.

These results make precise what "outside the ion" means. If $g=0$ beyond $R_0$, then (4) gives $\gamma=\gamma_\infty$ for every $R\ge R_0$. Conversely, if $\gamma$ is constant beyond $R_0$, the integral in (5) vanishes for every such $R$; differentiating it gives $g(R)=0$. A real ion has a tail and therefore no sharp radius at which the limit is attained. Isolated crossings of the value $\gamma_\infty$ remain possible inside, because $g$ can change sign.

For a tail $g\propto r^p e^{-2\kappa r}$, set $r=R+t$. At large $R$,

$$1-\left(1+\frac tR\right)^{-5}\simeq\frac{5t}{R},\qquad g(R+t)\simeq g(R)e^{-2\kappa t}.$$

Since $\int_0^\infty t\,e^{-2\kappa t}dt=1/(2\kappa)^2$,

$$\gamma_\infty-\gamma(R)\simeq\frac{5\,g(R)}{R\,(2\kappa)^2},\tag{6}$$

with relative corrections of order $1/(\kappa R)$. The approach is exponential, apart from powers of $R$.

## 4. The induced density from first-order orbitals

Write an occupied orbital as $(u/r)Y_{lm}$, with radial energy operator $h_l$ and energy $\varepsilon$. The nucleus changes an electron's potential energy by $(Q/2)v(r)P_2$. For non-interacting electrons $v=-1/r^3$, because the electron charge is negative. In a mean field, $v$ also contains the potential of the induced density (section 7).

The operator $P_2$ conserves $m$. The first-order orbital is therefore

$$\delta\psi=\frac Q2\sum_{l'}\frac{\delta u_{l'}}{r}\,Y_{l'm}\,\langle l'm|P_2|lm\rangle,$$

$$(h_{l'}-\varepsilon)\,\delta u_{l'}=-\left(v-\delta_{ll'}\langle v\rangle\right)u .\tag{7}$$

For $l'=l$ the mean value $\langle v\rangle=\int u^2v\,dr$ removes the first-order energy, and $\delta u$ is taken orthogonal to $u$.

Two spins, and the two equal cross terms $\psi^*\delta\psi$ and its conjugate, give a factor 4:

$$\delta n=\frac Q2\,4\sum_{nl,\,l'}\frac{u\,\delta u_{l'}}{r^2}\sum_mY_{lm}^*Y_{l'm}\langle l'm|P_2|lm\rangle .$$

For a filled shell the sum over $m$ depends on direction only through the axis of $P_2$ and is linear in $P_2$. It therefore equals $A\,P_2$. Multiplying by $P_2$ and integrating over angles yields

$$\frac{4\pi}{5}A=\sum_m\langle l'm|P_2|lm\rangle^2 .$$

With $c_{ll'}=5\sum_m\langle l'm|P_2|lm\rangle^2$ we have $A=c_{ll'}/4\pi$, and so

$$4\pi r^2\nu=4\sum_{nl,\,l'}c_{ll'}\,u\,\delta u_{l'},\qquad g=\frac45\,r^2\sum_{nl,\,l'}c_{ll'}\,u\,\delta u_{l'} .\tag{8}$$

The weights follow from short sums.

- s→d: $\langle20|P_2|00\rangle=1/\sqrt5$, so $c=1$.
- p→p: the diagonal elements are $2/5,-1/5,-1/5$, so $c=5(4+1+1)/25=6/5$.
- p→f: completeness gives $\sum_{l'}c_{ll'}=5\sum_m\langle lm|P_2^2|lm\rangle$. With $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$ and $\int P_2^2d\Omega=4\pi/5$, this is $2l+1$. From p, parity and the triangle rule allow $l'=1,3$, hence $c=3-6/5=9/5$.

**Behaviour at the nucleus.** An s orbital starts as $u\simeq Cr$. For s→d the leading terms of (7) are $-\tfrac12\delta u''+3\delta u/r^2=C/r^2$, so $\delta u\to C/3$. Then $\nu\propto1/r$ and $g\simeq br^3$, with $b$ a constant. Both parts of (3) converge:

$$\gamma(R)\simeq\frac{bR^4}{4}+R^5\int_R\frac{b}{r^2}dr\simeq\frac{5b}{4}R^4 .$$

A charge close to the nucleus thus sees the bare quadrupole. The energy of order $Q^2$ would contain $\int\nu\,r^{-3}r^2dr\sim\int r^{-2}dr$, which diverges for a point quadrupole and requires a finite nucleus. The mixed term $qQ$ does not have this difficulty.

## 5. The same factor in the field gradient

Let the electron operators multiplying $Q$ and $q$ be

$$A=-\sum_i\frac{P_2(\cos\theta_i)}{2r_i^3},\qquad B=-\sum_i\frac1{|\mathbf r_i-\mathbf R|} .$$

If the energy $E(Q,q)$ is stationary with respect to the electronic state, then $\partial E/\partial Q=\langle A\rangle$ and $\partial E/\partial q=\langle B\rangle$. Equality of the mixed derivatives gives

$$\frac{\partial\langle A\rangle}{\partial q}=\frac{\partial\langle B\rangle}{\partial Q}.$$

This holds for the exact ground state and for a self-consistent Kohn–Sham energy.

Place $q$ on the $z$ axis. The right side is the induced potential per unit $Q$, namely $-\gamma(R)/(2R^3)$. For the left side, the traceless part of the electronic field gradient at the nucleus, the part that couples to $Q$, is

$$V_{zz}^{\rm el}=-\left\langle\sum_i\frac{3z_i^2-r_i^2}{r_i^5}\right\rangle=-2\left\langle\sum_i\frac{P_2}{r_i^3}\right\rangle=4\langle A\rangle .$$

Therefore $V_{zz}^{\rm el}=-2q\gamma(R)/R^3$. The $L=2$ term of the potential of the charge itself near the nucleus is $q(3z^2-r^2)/(2R^3)$, whose second $z$-derivative is $2q/R^3$; the other multipoles have no second derivative at the origin. The sum is

$$V_{zz}=\frac{2q}{R^3}\,[1-\gamma(R)] .\tag{9}$$

The core distorted by the nucleus and the core distorted by the charge thus give the same $\gamma(R)$.

By linearity, an external charge density $\sigma$ interacts with the nucleus through

$$W=\frac Q2\int\sigma(\mathbf r)\,\frac{P_2(\cos\theta)}{r^3}\,[1-\gamma(r)]\,d^3r .$$

A common factor $1-\gamma_\infty$ can be taken out if all of $\sigma$ lies where $\gamma(r)$ has practically reached its limit. Charge within the core region needs $\gamma(r)$ under the integral.

## 6. A case solved in closed form

Take two non-interacting 1s electrons in the field of a nuclear charge $Z$. Then $u=Nre^{-Zr}$, $N=2Z^{3/2}$, $\varepsilon=-Z^2/2$ and $v=-1/r^3$. Equation (7) for $l'=2$ is

$$\left(-\frac12\frac{d^2}{dr^2}+\frac3{r^2}-\frac Zr+\frac{Z^2}2\right)\delta u=\frac{N e^{-Zr}}{r^2}.$$

Put $\delta u=Ne^{-Zr}f$. The second derivative gives $-\tfrac12f''+Zf'-\tfrac12Z^2f$; the last piece cancels the energy term, leaving

$$-\frac12f''+Zf'+\frac{3f}{r^2}-\frac{Zf}{r}=\frac1{r^2}.$$

Try $f=a_0+a_1r$. The power $r^{-2}$ requires $3a_0=1$, the power $r^{-1}$ requires $3a_1=Za_0$, and the constant terms $Za_1-Za_1$ cancel. Thus $f=1/3+Zr/9$. By (8) with $c=1$,

$$g=\frac{16Z^3}{5}e^{-2Zr}\left(\frac{r^3}{3}+\frac{Zr^4}{9}\right).$$

With $s=Zr$, the integrals $\int_0^\infty s^3e^{-2s}ds=3/8$ and $\int_0^\infty s^4e^{-2s}ds=3/4$ give

$$\gamma_\infty=\frac{16}{5Z}\left(\frac18+\frac1{12}\right)=\frac{2}{3Z}.$$

For finite $R$ let $S=ZR$. The inner part is the full integral minus its tail. Repeated integration by parts gives

$$\int_S^\infty e^{-2s}\left(\frac{s^3}3+\frac{s^4}9\right)ds=e^{-2S}\left(\frac5{24}+\frac{5S}{12}+\frac{5S^2}{12}+\frac{5S^3}{18}+\frac{S^4}{18}\right).$$

For the outer part, with $E_1(x)=\int_x^\infty e^{-t}dt/t$,

$$\int_S^\infty e^{-2s}\left(\frac1{3s^2}+\frac1{9s}\right)ds=\frac{e^{-2S}}{3S}-\frac59E_1(2S),$$

because $\int_S^\infty e^{-2s}s^{-2}ds=e^{-2S}/S-2E_1(2S)$. Multiplying by $S^5$, adding the inner part and factoring out $5/24$ gives

$$\gamma=\frac{2}{3Z}\left\{1-e^{-2S}\left[1+2S+2S^2+\frac43S^3-\frac43S^4\right]-\frac83S^5E_1(2S)\right\}.\tag{10}$$

The $S^4$ coefficient in the bracket is $4/15-8/5=-4/3$. Near the nucleus $b=16Z^3/15$, so $\gamma\simeq4S^4/(3Z)$. This holds only very close in: the true value is 0.94 of it at $S=0.01$ and 0.67 at $S=0.1$.

For $Z=1$, (10) gives $\gamma=0.129$, $0.423$ and $0.646$ at $R=1$, $2$ and $4$ bohr, against $\gamma_\infty=0.667$. A separate finite-difference solution with the charge as perturbation, evaluated through (9), agrees within $3\times10^{-5}$, the tolerance of the test. At $R=100$ bohr the true remainder is 1.01 times the tail law (6).

## 7. Sc³⁺: from shielding inside to antishielding outside

The free ion Sc³⁺ has 18 electrons in closed shells. It is treated with Kohn–Sham theory and local Dirac–Slater exchange, $v_x=-(3n/\pi)^{1/3}$, where $n$ is the unperturbed electron density. Correlation, relativity and non-local exchange are left out. The coupled response uses

$$v(r)=-\frac1{r^3}+\frac{4\pi}5\int_0^\infty\nu(r')r'^2\frac{r_<^2}{r_>^3}dr'+\frac{dv_x}{dn}\,\nu(r)$$

in (7). The second term is the repulsion by the induced density and the third is the change of the exchange potential. Equations (7) and (8) are solved together, since $\nu$ now appears in $v$.

With the nucleus as the perturbation, the limiting value is the sum of three channels (taking the charge as the perturbation must give the same sum, but not the same parts):

$$\gamma_\infty=0.38\,(\text{s→d})-12.21\,(\text{p→p})+0.50\,(\text{p→f})=-11.33 .$$

An outside charge therefore produces a nuclear field gradient $1-\gamma_\infty\simeq12.3$ times its bare value. The digits are converged for this exchange-only model, not for the real ion: Hartree–Fock in a modest Gaussian basis gives about $-10.9$, a shift of about 4 % not divided between method and basis. The sign of the p→p part has a simple reading. In a $p_z$ orbital the mean of $P_2$ is $+2/5$, so the term $-1/r^3$ adds attraction near the nucleus. One expects the orbital to contract and its $r^2$ moment to fall; $p_x$ and $p_y$ shift the opposite way. For $Q>0$ both changes make the quadrupole moment of the induced number density, $Q\int g\,dr$, negative. The induced charge quadrupole $-Q\int g\,dr$ then has the sign of $Q$, and this channel of $\gamma_\infty$ is negative, as computed. Leaving out the induced potentials in $v$ gives $-11.67$, so the coupling reduces the magnitude by about 3 %. This is a net effect: the induced Coulomb term alone gives $-10.39$, a reduction of 11 %, and the exchange term restores most of it.

The dependence on distance is:

| $R$ (bohr) | inner part | outer part | $\gamma(R)$ | electrons beyond $R$ |
|---:|---:|---:|---:|---:|
| 0.50 | −0.04 | 0.11 | 0.07 | 8.48 |
| 1.00 | 1.31 | −0.76 | 0.55 | 4.57 |
| 1.50 | −0.55 | −3.20 | −3.75 | 1.41 |
| 2.00 | −5.60 | −2.61 | −8.21 | 0.32 |
| 3.00 | −10.65 | −0.43 | −11.07 | 0.01 |

At the listed radii up to 1 bohr the net effect is shielding: small compared with $|\gamma_\infty|$, but at 1 bohr it reduces the gradient to $1-0.55=0.45$ of its bare value. The sign changes between 1.0 and 1.5 bohr, so using $\gamma_\infty$ for a charge at 1 bohr would give even the wrong sign of the correction.

At 2 bohr only 0.32 of 18 electrons, about 2 %, remain outside, yet $\gamma$ has reached just 73 % of its limit. The two fractions measure different things: the electron count weights the unperturbed density by $r^2$, whereas $g$ weights the induced density by $r^4$. The enclosed moment alone would give $-5.60$ instead of $-8.21$. From (5), the slope there is $5(-2.61)/2\simeq-6.5$ per bohr, so $\gamma$ is still changing rapidly.

The remainder (4) can be read off at 3 bohr. The moment still missing from the inner part is $-11.33+10.65=-0.68$. The outer part already supplies $-0.43$, leaving $-0.25$, about 2 % of $\gamma_\infty$. The deviation stays below 10 % beyond 2.44 bohr (1.29 Å) and below 1 % beyond 3.28 bohr (1.73 Å), where 0.004 electrons remain outside. These radii belong to chosen accuracies and are not edges of the ion.

Between 3 and 4 bohr the remainder falls by a factor of about 21. The 3p decay constant $2\kappa=4.30$ bohr⁻¹ alone would give $e^{4.30}\simeq74$. The pure exponential is thus a poor quantitative guide at these distances; the powers of $r$ matter. In the tail potential $-3/r$ one has $u\propto r^{3/\kappa}e^{-\kappa r}$ and $g\propto r^{3+6/\kappa}e^{-2\kappa r}$, with $3+6/\kappa\simeq5.8$. Law (6) then gives $74\,(3/4)^{4.8}\simeq19$. Its finite-$R$ corrections are still large here: the true remainder is 1.6 times (6) at 3 bohr and 1.4 times at 4 bohr.

An independent three-dimensional calculation in a Gaussian basis puts a real charge of $+0.05$, and in a second run $-0.05$, on the axis and takes the difference of the gradients at the nucleus. It gives $\gamma=0.51$ at 1 bohr and $-11.43$ at 4 bohr; the radial values are $0.55$ and $-11.31$. The differences are 0.3 % and 1.0 % of $|\gamma_\infty|$, inside the tested 2 %. They have not been divided between basis, integration grid and finite charge. The full set of values is in the numerical output.

## 8. Where the description stops

Equation (3) needs a linear response and a spherical closed-shell core. A strong external charge adds higher orders in $q$ (a charge $-1$ at 3.8 bohr from Sc³⁺ gives, in Hartree–Fock, a gradient roughly 14 % smaller in magnitude than the linear value), and an open shell may respond with other angular components. If the outside charge belongs to a neighbouring atom or a valence electron, exchange, orthogonality and covalent mixing with the core add terms that a classical $q$ does not have. These terms depend on the overlap with the core, and a neighbour has its own extent, so the overlap reaches farther than the region where $\gamma(R)$ departs from $\gamma_\infty$. For F⁻ at 3.8 bohr from Sc³⁺, a typical bond length, $\gamma(R)$ is within 0.2 % of its limit. Yet in Hartree–Fock with a modest Gaussian basis the largest overlap between the Sc core and the F⁻ orbitals is about 0.16, and orthogonalising them alone more than doubles the gradient at Sc. The function $\gamma(R)$ describes the electrostatic part of the coupling, not the whole of it, even where it has reached $\gamma_\infty$.

## Computed values

```
Two non-interacting 1s electrons, Z = 1
 R/bohr  gamma closed form  gamma reciprocal
  0.50     0.020909           0.020909
  1.00     0.128615           0.128615
  2.00     0.423173           0.423172
  4.00     0.646181           0.646180
  6.00     0.665649           0.665648
 gamma_inf = 0.666667
 remainder / tail law at R = 100 bohr: 1.0099
Sc3+, local exchange, coupled response
 electrons = 18.000000
 3p level = -2.30999 hartree
 density decay constant 2 kappa = 4.299 1/bohr
 gamma_inf = -11.3261
 gamma_inf, coarser grid = -11.3261
 gamma_inf, uncoupled response = -11.6676
 part of gamma_inf from s to d = 0.3847
 part of gamma_inf from p to p = -12.2126
 part of gamma_inf from p to f = 0.5018
 R/bohr  inner    outer    gamma(R)  ratio   electrons outside
  0.10    0.0232   0.0168    0.0400  -0.0035   16.15612
  0.25    0.1523  -0.0029    0.1494  -0.0132   12.79132
  0.50   -0.0428   0.1103    0.0675  -0.0060    8.47859
  0.75    0.3340   0.3377    0.6717  -0.0593    6.66740
  1.00    1.3108  -0.7648    0.5460  -0.0482    4.56732
  1.50   -0.5451  -3.2011   -3.7463   0.3308    1.41421
  2.00   -5.6030  -2.6119   -8.2149   0.7253    0.32311
  3.00  -10.6456  -0.4281  -11.0738   0.9777    0.01121
  4.00  -11.2827  -0.0312  -11.3139   0.9989    0.00030
 within 10 % of gamma_inf beyond R = 2.438 bohr = 1.290 angstrom
   electrons outside this radius = 0.0778
 within 1 % of gamma_inf beyond R = 3.276 bohr = 1.734 angstrom
   electrons outside this radius = 0.0042
Gaussian basis, point charges +0.05 and -0.05 on the z axis
 3p level = -2.31027 hartree
 R = 1.0 bohr: gamma from gradient = 0.5083, radial = 0.5460
 R = 4.0 bohr: gamma from gradient = -11.4279, radial = -11.3139
```
